# Collective Spin Variances and Susceptibility as Entanglement Witnesses

## 1. The question

A magnetic insulator with antiferromagnetic coupling is placed in a weak field. On cooling, its magnetic response often falls below that of independent spins, because neighbouring spins tend to cancel. Classical antiparallel arrows also cancel, so a reduced response alone does not show that the spins are entangled. How small must the response be before no unentangled state can account for it?

The answer has two parts. The first is an inequality for the fluctuations of the total spin, valid for any state of $N$ qubits. The second converts fluctuations into a susceptibility. It needs thermal equilibrium and a symmetry of the Hamiltonian.

## 2. Conventions

Take $N$ spins 1/2 with $\hbar=1$ and $s_{i,a}=\sigma_{i,a}/2$, where $a=x,y,z$. The collective spin and its summed variance are

$$J_a=\sum_{i=1}^N s_{i,a},\qquad W=\sum_a\left(\langle J_a^2\rangle-\langle J_a\rangle^2\right)=\langle \mathbf J^2\rangle-|\langle\mathbf J\rangle|^2 .$$

A state is fully separable if it is a mixture of $N$-party product states,

$$\rho=\sum_k p_k\,\rho_k^{(1)}\otimes\cdots\otimes\rho_k^{(N)},\qquad p_k\ge0,\quad \sum_k p_k=1 .$$

Each factor can be written in its own eigenbasis as a mixture of pure states. Multiplying out the factors gives a longer mixture of pure product states, so the members may be taken as pure from the start. A state that is not fully separable is called entangled here. This does not require all $N$ spins to be entangled with one another.

## 3. Product states

A pure qubit has density matrix $(1+\mathbf r\cdot\boldsymbol\sigma)/2$ with $|\mathbf r|=1$. Hence $\langle\mathbf s\rangle=\mathbf r/2$ and $|\langle\mathbf s\rangle|^2=1/4$. Since $s_a^2=1/4$ for each component,

$$\sum_a \mathrm{Var}\,s_a=\frac34-\frac14=\frac12 .$$

For several spins,

$$\mathrm{Var}\,J_a=\sum_i\mathrm{Var}\,s_{i,a}+\sum_{i\ne j}\left(\langle s_{i,a}s_{j,a}\rangle-\langle s_{i,a}\rangle\langle s_{j,a}\rangle\right).$$

In a product state the expectation value of a product of operators on different spins factorizes, so the second sum vanishes. Every pure product state therefore has

$$W=\frac N2 ,$$

whatever the directions of its spins. One component can be made quiet, but the three together cannot.

## 4. Mixtures

Let member $k$ have mean spin $\mathbf m_k=\langle\mathbf J\rangle_k$ and summed variance $W_k$, so that $\langle\mathbf J^2\rangle_k=W_k+|\mathbf m_k|^2$. The mixture has mean $\mathbf m=\sum_kp_k\mathbf m_k$, and

$$W=\sum_kp_k\left(W_k+|\mathbf m_k|^2\right)-|\mathbf m|^2 .$$

Expanding a square gives

$$\sum_kp_k|\mathbf m_k-\mathbf m|^2=\sum_kp_k|\mathbf m_k|^2-2\,\mathbf m\cdot\mathbf m+|\mathbf m|^2=\sum_kp_k|\mathbf m_k|^2-|\mathbf m|^2 ,$$

and therefore

$$W=\sum_kp_kW_k+\sum_kp_k|\mathbf m_k-\mathbf m|^2 .$$

For a separable state all members can be pure products with $W_k=N/2$, so

$$\boxed{\,W=\frac N2+\sum_kp_k|\mathbf m_k-\mathbf m|^2\ \ge\ \frac N2\,}$$

Classical ignorance about which member is present can add noise but cannot remove it. Equality holds when all members have the same mean spin. Thus $W<N/2$ proves entanglement. In a numerical test with four qubits, random separable mixtures gave $W$ between 2.22 and 3.82, above the bound of 2.

There is no matching upper bound that detects entanglement. The total spin quantum number is at most $N/2$, so $W\le\langle\mathbf J^2\rangle\le\frac N2(\frac N2+1)$. An equal mixture of "all up" and "all down" has $\mathbf m=0$ and $|\mathbf m_k|=N/2$, hence $W=N/2+N^2/4$. This separable state already reaches the maximum.

## 5. Singlets and what the witness misses

A many-body singlet is a state with $\mathbf J^2|\psi\rangle=0$. Then

$$0=\langle\psi|\mathbf J^2|\psi\rangle=\sum_a\left\|J_a|\psi\rangle\right\|^2 ,$$

and each term must vanish, so $J_a|\psi\rangle=0$ for all three components. All means and all variances are zero, and $W=0$. Since $W$ cannot be negative, this is the largest possible violation. Any mixture of singlets also has $W=0$, because every member has $\langle\mathbf J^2\rangle_k=0$ and $\mathbf m_k=0$. So every singlet state, pure or mixed, is detected.

Singlets exist for even $N$; a product of two-spin singlets is an example. For odd $N$ one can add a single pure spin to a singlet of the other $N-1$. The two parts are uncorrelated, their variances add, and $W=0+1/2$, which is below $N/2$ for $N\ge3$.

The same additivity shows what a violation does not say. One singlet pair together with $N-2$ pure, unentangled spins has $W=(N-2)/2<N/2$. The witness fires although just two spins are entangled.

Nor does $W\ge N/2$ imply separability. The triplet state $(|{\uparrow\downarrow}\rangle+|{\downarrow\uparrow}\rangle)/\sqrt2$ has $\langle\mathbf J^2\rangle=2$ and $\langle\mathbf J\rangle=0$, so $W=2$. It is a pure state, and a pure product of two qubits would have $W=1$, so it is entangled. The inequality nevertheless leaves it undetected.

## 6. Singlets with noise

Mix a singlet state $\rho_0$ with the completely random state:

$$\rho=p\,\rho_0+(1-p)\,\frac{1}{2^N}.$$

Both parts have zero mean spin. In the random state different spins are uncorrelated and $\langle\mathbf J^2\rangle=3N/4$. Hence

$$W=(1-p)\frac{3N}4,\qquad W<\frac N2\iff p>\frac13 .$$

The required singlet weight does not depend on $N$.

For two qubits this threshold is sharp: the state is separable for $p\le1/3$. To see this, take the product states with spin 1 along $\mathbf n$ and spin 2 along $-\mathbf n$, and average over the six directions $\pm x,\pm y,\pm z$. Over these directions $n_a$ averages to zero and $n_an_b$ to $\delta_{ab}/3$, so

$$\overline{\frac{1+\mathbf n\cdot\boldsymbol\sigma_1}2\;\frac{1-\mathbf n\cdot\boldsymbol\sigma_2}2}=\frac14\left(1-\frac13\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2\right).$$

The operator $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2$ equals $-3$ on the singlet and $+1$ on the triplets, so the singlet projector is $\frac14(1-\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)$. The noisy singlet is then $\frac14(1-p\,\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2)$, and the average above is the case $p=1/3$. Smaller $p$ follows by mixing in more of the random state, which is itself separable.

## 7. From variance to susceptibility

Let all spins have the same isotropic $g$ factor. The magnetic moment along $a$ is $-g\mu_BJ_a$, and a field $B$ along $a$ adds the energy $+g\mu_BBJ_a$. With $h=-g\mu_BB$ the Hamiltonian becomes $H-hJ_a$. For $m_a=-g\mu_B\langle J_a\rangle$ the chain rule gives

$$\chi_a=\frac{\partial m_a}{\partial B}=(-g\mu_B)(-g\mu_B)\frac{\partial\langle J_a\rangle}{\partial h}=(g\mu_B)^2\frac{\partial\langle J_a\rangle}{\partial h}.$$

The two signs cancel. Here $H$ is the full Hamiltonian at the working point, including any static field already present, and the derivative is taken at $h=0$ and fixed temperature.

Let the state be thermal with $\beta=1/k_BT$, and let $[H,J_a]=0$. The exponential then factorizes:

$$Z(h)=\mathrm{Tr}\,e^{-\beta H}e^{\beta hJ_a},\qquad \frac{\partial\ln Z}{\partial h}=\beta\langle J_a\rangle,\qquad \frac{\partial^2\ln Z}{\partial h^2}=\frac{Z''}{Z}-\left(\frac{Z'}{Z}\right)^2=\beta^2\,\mathrm{Var}\,J_a .$$

Differentiating the middle equation once more gives $\beta\,\partial\langle J_a\rangle/\partial h$ for the same second derivative. Therefore

$$k_BT\frac{\partial\langle J_a\rangle}{\partial h}=\mathrm{Var}\,J_a,\qquad \chi_a=\frac{(g\mu_B)^2}{k_BT}\,\mathrm{Var}\,J_a .$$

If $H$ commutes with all three components, summing over $a$ and using $W\ge N/2$ gives the witness

$$\boxed{\,\chi_x+\chi_y+\chi_z<\frac{N(g\mu_B)^2}{2k_BT}\ \Longrightarrow\ \text{the thermal state is entangled}\,}$$

Isotropic exchange $\mathbf s_i\cdot\mathbf s_j$ in zero static field meets the condition, since it is a scalar under joint rotations of the spins, and these are generated by $\mathbf J$.

Under this condition the thermal state is itself invariant under rotations. Its mean spin vanishes, since no direction is preferred, and the three variances are equal. One measured axis is then enough:

$$\chi<\frac{N(g\mu_B)^2}{6k_BT}=\frac23\,\chi_{\rm Curie},\qquad \chi_{\rm Curie}=\frac{N(g\mu_B)^2}{4k_BT}.$$

The Curie value is that of independent spins in zero field, for which $\mathrm{Var}\,J_a=N/4$. A response between two thirds of the Curie value and the full value shows antiferromagnetic correlation, but a separable state can have the same variances.

In a measurement, $\chi$ must be the spin part of the response. A diamagnetic contribution that has not been subtracted lowers the measured value and could cause a false detection. The exchange must also be isotropic, which in a real material holds only approximately. For two spins with Ising coupling $J\,s_{1,z}s_{2,z}$ and $J/k_B=100$ K the thermal state is diagonal in a product basis and hence separable, yet the summed susceptibility falls below the bound under 31.4 K. For a dimer with couplings 95, 95 and 100 K along $x,y,z$ the window of false detection is only about 0.01 K wide; with 50, 50 and 100 K it is about 1 K. Section 9 gives the reason.

## 8. The high-temperature side

Let $H=J_{\rm ex}\sum\mathbf s_i\cdot\mathbf s_j$, summed over bonds, with $z$ bonds meeting at each spin. Because $\langle\mathbf J\rangle=0$,

$$W=\frac{3N}4+2\sum_{i<j}\langle\mathbf s_i\cdot\mathbf s_j\rangle .$$

To first order in $\beta$, $\rho=2^{-N}(1-\beta H)$, since $H$ is traceless. In $\mathrm{Tr}(\mathbf s_i\cdot\mathbf s_j\,H)$ just the same bond survives, because every other term leaves an unpaired Pauli matrix with zero trace. For that bond $2^{-N}\mathrm{Tr}(\mathbf s_i\cdot\mathbf s_j)^2=\sum_a\frac14\cdot\frac14=\frac3{16}$. Each of the $Nz/2$ bonds thus has correlation $-3\beta J_{\rm ex}/16$, and

$$W\simeq\frac{3N}4\left(1-\frac{zJ_{\rm ex}}{4k_BT}\right).$$

When $k_BT$ is large compared with $z|J_{\rm ex}|$, $W$ is close to $3N/4$ and the witness is silent. Comparing $k_BT$ with a single coupling $|J_{\rm ex}|$ is not enough if each spin has many neighbours. A ferromagnetic coupling, $J_{\rm ex}<0$, moves $W$ further from the detection region.

## 9. Why commutation is needed

Write $A=J_a$ and drop the assumption $[H,A]=0$. The operator $F(\tau)=e^{\tau H}e^{-\tau(H-hA)}$ obeys $dF/d\tau=h\,e^{\tau H}Ae^{-\tau(H-hA)}$. Integrating from 0 to $\beta$ to first order in $h$ and multiplying by $e^{-\beta H}$ from the left gives

$$e^{-\beta(H-hA)}=e^{-\beta H}+h\int_0^\beta d\tau\,e^{-(\beta-\tau)H}Ae^{-\tau H}+O(h^2).$$

Its trace gives $\partial Z/\partial h=\beta Z\langle A\rangle$ at $h=0$. Multiply the expansion by $A$, take the trace in the eigenbasis of $H$ with populations $p_n=e^{-\beta E_n}/Z$, and set $\tau=\beta u$. Including the change of the normalization $Z$,

$$k_BT\frac{\partial\langle A\rangle}{\partial h}=\sum_{mn}|A_{mn}|^2L(p_m,p_n)-\langle A\rangle^2,\qquad L(p,q)=\int_0^1p^{1-u}q^u\,du=\frac{p-q}{\ln p-\ln q},$$

with $L(p,p)=p$. The weighted inequality of means, $p^{1-u}q^u\le(1-u)p+uq$, integrates to $L(p,q)\le(p+q)/2$. Since $\sum_{mn}|A_{mn}|^2(p_m+p_n)/2=\langle A^2\rangle$,

$$k_BT\frac{\partial\langle J_a\rangle}{\partial h}\le\mathrm{Var}\,J_a .$$

This is the wrong direction for a witness: a small response no longer guarantees a small variance.

Free spins in a static field show the failure. Let $H=-bJ_z$, so each spin has levels $\mp b/2$ and population difference $p_\uparrow-p_\downarrow=\tanh(b/2k_BT)$. The thermal state is a product and cannot be entangled. For a transverse axis the two off-diagonal elements have $|A_{mn}|^2=1/4$, and $L=(k_BT/b)\tanh(b/2k_BT)$. The scaled responses $k_BT\,\partial\langle J_a\rangle/\partial h$ per spin are

$$\text{transverse: }\frac{k_BT}{2b}\tanh\frac b{2k_BT},\qquad \text{along the field: }\frac14-\frac14\tanh^2\frac b{2k_BT}.$$

For $b/k_B=100$ K and $T=25$ K they are 0.1205 for each transverse axis and 0.0177 along the field. The sum is $2(0.1205)+0.0177=0.2587$, well below 0.5. Used without its condition, the susceptibility criterion would declare these independent spins entangled. The true $W$ per spin is 0.5177, which respects the bound. A static field aligns the spins and makes them stiff against transverse tilting, while their quantum fluctuations remain. For $g=2$, $b/k_B=100$ K is a field of 74 T, but only the ratio $b/k_BT$ enters: the sum drops below 0.5 once $b/k_BT>1.9$, which at 2 K is a field of about 2.9 T.

## 10. Worked example: a dimer and a ring

Take the model parameters $J_{\rm ex}/k_B=100$ K and $g=2$.

**Dimer.** For two spins, $\mathbf s_1\cdot\mathbf s_2=\frac12(\mathbf J^2-\frac32)$, which is $-3/4$ in the singlet and $+1/4$ in the three triplets. The gap is $J_{\rm ex}$. With $x=e^{-J_{\rm ex}/k_BT}$ and $\mathbf J^2=2$ in each triplet,

$$W=\frac{3x\cdot2}{1+3x}=\frac{6x}{1+3x}.$$

At 50 K, $x=e^{-2}=0.1353$ and $W=0.812/1.406=0.5775$, below the bound $N/2=1$. The condition $W<1$ reads $6x<1+3x$, or $x<1/3$, so entanglement is detected for

$$k_BT<\frac{J_{\rm ex}}{\ln3},\qquad T<91.0\ \text{K}.$$

No entanglement is missed here. The thermal state has equal triplet populations, so it is a noisy singlet as in Section 6, with $(1-p)/4=x/(1+3x)$ and hence $p=(1-x)/(1+3x)$. The condition $p>1/3$ is again $x<1/3$. Above 91.0 K the dimer is separable.

**Ring of six spins.** Here $W$ comes from diagonalizing the full Hamiltonian, and the susceptibility from the magnetization in a small applied field. The two agree as Section 7 requires, within the numerical tolerance of the test. The molar susceptibility, per mole of spins and in SI volume units (magnetization divided by $B/\mu_0$), is

$$\chi_{\rm mol}=\frac{C_0}{T}\,\frac{W}{3N},\qquad C_0=\frac{\mu_0N_A(g\mu_B)^2}{k_B}=1.8857\times10^{-5}\ \mathrm{m^3\,K/mol}.$$

The separable bound $W=N/2$ becomes $C_0/(6T)$. At 100 K, $W=2.4555$, and

$$\chi_{\rm mol}=\frac{1.8857\times10^{-5}}{100}\cdot\frac{2.4555}{18}=2.572\times10^{-8}\ \mathrm{m^3/mol},$$

while the bound is $3.143\times10^{-8}$ m³/mol. The ring is entangled at this temperature. At four temperatures, with $\chi$ and the bound in $10^{-8}$ m³/mol:

| $T$ (K) | $W$ | $\chi$ | bound | $\chi/\chi_{\rm Curie}$ |
|---|---|---|---|---|
| 30 | 0.5355 | 1.8699 | 10.4761 | 0.1190 |
| 60 | 1.5610 | 2.7255 | 5.2381 | 0.3469 |
| 100 | 2.4555 | 2.5724 | 3.1428 | 0.5457 |
| 200 | 3.4010 | 1.7815 | 1.5714 | 0.7558 |

The susceptibility itself is not monotonic: it is nearly the same at 30 K and at 200 K, yet entanglement is proved in the first case and not in the second. What counts is $\chi T$, which is proportional to $W$. At 200 K the high-temperature formula with $z=2$ gives $\chi/\chi_{\rm Curie}\simeq1-0.25=0.75$, close to the computed 0.756. A first-order formula does not guarantee such close agreement at $J_{\rm ex}/k_BT=0.5$: for the dimer ($z=1$) at the same temperature it gives $0.875$, while the exact ratio is $4x/(1+3x)=4/(3+e^{0.5})=0.860$.

The ratio reaches $2/3$ at 143.2 K. On a temperature grid from 5 to 600 K the witness fired at every point below this value and at none above it. For the ring, 143.2 K is a lower bound on the temperature up to which entanglement survives. Unlike for the dimer, nothing here shows that the state is separable above it.

The smallest eigenvalue of the partial transpose gives an independent check for two qubits. For the triplet state of Section 5 it is $-1/2$. Transposing one qubit turns a product state into another valid product state, so a separable state keeps non-negative eigenvalues, and a negative one proves entanglement. For the dimer this eigenvalue changes sign at the same 91.0 K.

## Computed results

```
Four qubits, separable bound N/2: 2.0
300 random pure products, W min and max: 2.000000 2.000000
60 random separable mixtures, W min and max: 2.2168 3.8197
Four-qubit singlet subspace dimension: 2
Random singlet mixture, W: 0.000000
Singlet weight at detection limit in white noise: 0.333333
Triplet Bell state, W: 2.0000
Triplet Bell state, least partial-transpose eigenvalue: -0.5000
Exchange coupling / kB: 100.0 K;  g factor: 2.0
Dimer W at 50 K: 0.5775
Dimer witness threshold temperature: 91.024 K
Dimer partial-transpose threshold temperature: 91.024 K
mu0 NA (g muB)^2 / kB: 1.88570e-05 m^3 K/mol
Curie constant per mole of spins: 4.71425e-06 m^3 K/mol
Separable bound on chi*T per mole of spins: 3.14283e-06 m^3 K/mol
Ring of six spins, separable bound N/2: 3.0
Ring: T (K), W, chi (1e-8 m^3/mol), bound (1e-8 m^3/mol), chi/Curie
  30  0.5355  1.8699  10.4761  0.1190
  60  1.5610  2.7255  5.2381  0.3469
  100  2.4555  2.5724  3.1428  0.5457
  200  3.4010  1.7815  1.5714  0.7558
Ring witness threshold temperature: 143.175 K
Free spins: Zeeman energy / kB 100.0 K, temperature 25.0 K
Free spins, scaled response per spin, transverse: 0.12050
Free spins, scaled response per spin, along field: 0.01766
Free spins, summed scaled response per spin: 0.25867
Free spins, true W per spin: 0.51766
Separable bound per spin: 0.50000
```
